# Cusp-Preserving Interpolation of Crystal Etch Rates in a Symmetry Wedge

## What a smooth fit does to a slow facet

A round hole in a crystalline flake is widened by a wet etch. Edges of one orientation are attacked very slowly, and they end up as the sides of the hole. The etch rate has been measured for a few orientations, and a short series of symmetric harmonics is fitted to it. In the example worked below, a series with three harmonics, fitted to the complete rate law, moves the middle of each slow side by 45.5 nm in 20 min, while the law itself moves it by 10 nm. The fit looks reasonable over most orientations. It fails at the sharp minimum, and that minimum sets the final width.

This section derives the size of the false removal, shows what changes when the fit is forced through the facet datum, and gives an interpolation rule with an error bound that keeps the minimum sharp.

## Symmetry and the folded angle

Take a flake of 2H WSe\(_2\) with an even number of layers. Let \(\theta\) be the angle between the outward normal of the hole's edge and the normal of a zigzag edge, and let \(R(\theta)>0\) be the speed of the edge along its normal. The flake has a threefold axis, a vertical mirror plane containing the zigzag-edge normal, and an inversion centre. The rotation gives \(R(\theta+120^\circ)=R(\theta)\), inversion gives \(R(\theta+180^\circ)=R(\theta)\), and together they give a period of \(60^\circ\). The mirror gives \(R(-\theta)=R(\theta)\). Inversion exchanges the layers: a single layer has no inversion centre, and its opposite zigzag edges (W and Se terminated) are inequivalent. A single \(R(\theta)\) with this period therefore assumes that all layers retreat as one front. The substrate, which breaks the inversion, is ignored here.

All information therefore lies in the wedge \(0\le\varphi\le30^\circ\), where

\[
\varphi(\theta)=\bigl|\,[(\theta+30^\circ)\bmod 60^\circ]-30^\circ\bigr| .
\]

The zigzag facet is at \(\varphi=0\) and the armchair edge at \(\varphi=30^\circ\). Write \(R(\theta)=F(\varphi(\theta))\). Near the facet \(\varphi=|\theta|\), so a perfectly smooth \(F\) with \(F'(0)=s>0\) gives

\[
R(\theta)=R_z+s|\theta|+O(\theta^2),
\]

which is a cusp. The sharpness comes from the folding, and \(F\) itself need not be singular. A finite sum of \(\cos6m\theta\) is smooth and even in \(\theta\), so its slope at the facet is zero.

## The false rate of a truncated series

A reference law with a cusp at the facet and a smooth maximum at the armchair edge is

\[
R(\theta)=R_z+\Delta R\,|\sin3\theta|,\qquad \Delta R=R_a-R_z,\qquad s=3\Delta R .
\]

With \(x=3\theta\), the coefficient of \(\cos2mx=\cos6m\theta\) in \(|\sin x|\) is

\[
\frac2\pi\int_0^\pi\sin x\cos2mx\,dx
=\frac1\pi\int_0^\pi\bigl[\sin(2m+1)x-\sin(2m-1)x\bigr]dx .
\]

Since \(\int_0^\pi\sin kx\,dx=2/k\) for odd \(k\), this equals

\[
\frac2\pi\left[\frac1{2m+1}-\frac1{2m-1}\right]=-\frac{4}{\pi(4m^2-1)} .
\]

Let \(R_M\) be the series cut after \(m=M\), which is the best mean-square fit over the full circle. The full series converges to \(R_z\) at the facet, so the error there is minus the omitted tail. There every cosine equals one, and the tail telescopes:

\[
R_M(0)-R_z=\frac{2\Delta R}{\pi}\sum_{m>M}\left[\frac1{2m-1}-\frac1{2m+1}\right]
=\frac{2\Delta R}{\pi(2M+1)} .
\]

The error is positive: the facet is assigned removal that it does not have. It is set by the fast rate through \(\Delta R\), and it does not shrink when \(R_z\) does. The slower the facet, the larger the relative error.

### Other laws with a cusp

Let \(F\) be three times continuously differentiable on the closed wedge, with \(F'(0)=s\) and \(F'(\pi/6)=q\). A non-zero \(q\) means a second kink, at the armchair edge. The harmonic coefficients are

\[
a_m=\frac{12}{\pi}\int_0^{\pi/6}F\cos6m\varphi\,d\varphi
=-\frac{2}{\pi m}\int_0^{\pi/6}F'\sin6m\varphi\,d\varphi ,
\]

because \(\sin6m\varphi\) vanishes at both ends. A second integration by parts gives

\[
a_m=-\frac{s-(-1)^mq}{3\pi m^2}-\frac{1}{3\pi m^2}\int_0^{\pi/6}F''\cos6m\varphi\,d\varphi .
\]

One more integration by parts shows that the last integral is \(O(1/m)\), so its term is \(O(1/m^3)\). Now sum over \(m>M\). The sum of \(1/m^2\) is \(1/M+O(1/M^2)\), while the alternating sum is \(O(1/M^2)\). Hence

\[
R_M(0)-R_z=\frac{s}{3\pi M}+O\!\left(\frac1{M^2}\right).
\]

For the reference law \(s=3\Delta R\), and this is the large-\(M\) limit of the earlier formula. The sign is thus general for a cusp minimum once \(M\) is large. At small \(M\) the correction terms can matter, and the sign has to be computed.

The law \(F=R_z\cos\varphi+s\sin\varphi\) has a kink at both ends of the wedge. With the rates used below, numerical projection at \(M=50\) gives 0.9985 times the leading term.

### Forcing the fit through the facet

Suppose a harmonic series \(T\) is made to satisfy \(T(0)=R_z\). The false removal at the facet is gone, but \(T'(0)=0\) remains, so for small \(\theta\)

\[
R(\theta)-T(\theta)=s|\theta|+O(\theta^2)>0 .
\]

Edges slightly off the facet are now predicted to etch too slowly. For the reference law, pinning the fit therefore exchanges false removal at the facet for false stability beside it.

## Conical interpolation

Let \(\varphi_1<\varphi_2\) be neighbouring measured angles with rates \(R_1,R_2\), spacing \(h=\varphi_2-\varphi_1\) and unit normals \(\mathbf n_1,\mathbf n_2\). Decompose the normal of an edge between them as \(\mathbf n=a\mathbf n_1+b\mathbf n_2\), and set

\[
\hat R=aR_1+bR_2 .
\]

The rule has a physical reading. A unit length of edge with normal \(\mathbf n\) can be built from segments of lengths \(a\) and \(b\) with the two measured orientations. If each segment retreats at its own rate, \(\hat R\) is the area removed per unit time. Interactions between segments are left out.

Taking the cross product of the decomposition with \(\mathbf n_2\) isolates \(a\), and with \(\mathbf n_1\) isolates \(b\):

\[
a=\frac{\sin(\varphi_2-\varphi)}{\sin h},\qquad b=\frac{\sin(\varphi-\varphi_1)}{\sin h}.
\]

Both are non-negative. With the midpoint \(\bar\varphi=(\varphi_1+\varphi_2)/2\), the sum of the two sines is \(2\sin(h/2)\cos(\varphi-\bar\varphi)\), while \(\sin h=2\sin(h/2)\cos(h/2)\). Therefore

\[
a+b=\frac{\cos(\varphi-\bar\varphi)}{\cos(h/2)}\ge1 .
\]

For positive rates it follows that \(\hat R\ge(a+b)\min(R_1,R_2)\ge\min(R_1,R_2)\): no interpolated edge is slower than the slower of its two neighbours. Also \(a+b\le\sec(h/2)\), so data errors of at most \(\varepsilon\) change \(\hat R\) by at most \(\varepsilon\sec(h/2)\).

If the facet is a node, \(\varphi_1=0\) and \(R_1=R_z\), then

\[
\hat R(0)=R_z,\qquad \hat R'(0^+)=\frac{R_2-R_z\cos h}{\sin h}.
\]

The slope is positive whenever \(R_2\ge R_z>0\), because \(\cos h<1\). Folding then makes it a cusp. The rule does this whether or not the true law has a cusp there, and in general it leaves a kink at every node. For equal data \(R_1=R_2=R\) the slope leaving a node is \(R\tan(h/2)\), not zero. The cusp is an assumption of the rule, and the rule does not test it.

The algorithm is short:

1. Fold every measured angle into the wedge, and average repeated data.
2. Make sure that the facet, and any other orientation where \(R\) has a kink, is a node.
3. For a requested \(\theta\), compute \(\varphi(\theta)\), find its two neighbouring nodes and evaluate \(\hat R\).

### Error bound

Within a cell, \(\hat R\) is a combination of \(\sin\varphi\) and \(\cos\varphi\), so \(\hat R+\hat R''=0\). The error \(e=R-\hat R\) thus satisfies

\[
e+e''=g,\qquad g=R+R'',\qquad e(\varphi_1)=e(\varphi_2)=0 .
\]

Let \(|g|\le G\) in the cell and define

\[
w=G\left[\frac{\cos(\varphi-\bar\varphi)}{\cos(h/2)}-1\right]\ge0,\qquad w+w''=-G .
\]

The difference \(v=w-e\) vanishes at both nodes and obeys \(v+v''=-G-g\le0\). Write \(v=cz\) with \(c=\cos(\varphi-\bar\varphi)>0\). Since \(c''=-c\),

\[
v+v''=2c'z'+cz''=\frac{(c^2z')'}{c}\le0 .
\]

So \(c^2z'\) never increases. As \(z\) is zero at both ends, it first rises and then falls, or stays zero. Hence \(v\ge0\) and \(e\le w\). The same argument for \(-e\) gives \(-e\le w\). The largest value of \(w\) is at the midpoint:

\[
|R-\hat R|\le G\left(\sec\frac h2-1\right)\simeq\frac{Gh^2}{8}.
\]

The bound needs \(R\) to be twice differentiable inside the cell. A cusp may sit on a node but not between nodes.

## Worked example: a hole in WSe\(_2\)

Choose \(R_z=0.5\) nm/min and \(R_a=20\) nm/min. Then \(\Delta R=19.5\) nm/min and \(s=58.5\) nm/min per radian, or 1.02 nm/min per degree. The data are values of the reference law at \(0^\circ,5^\circ,\dots,30^\circ\).

For the series projected from the full law with \(M=3\),

\[
R_3(0)-R_z=\frac{2\times19.5}{7\pi}=1.773\ \text{nm/min}.
\]

The facet rate becomes 2.273 nm/min (0.136 µm/h), or 4.55 times its true value. At \(M=12\) the excess is still 0.497 nm/min, about as large as \(R_z\). Bringing it below 10% of \(R_z\) takes \(M=124\), far more harmonics than seven data can determine.

| Method, seven data | Rate at 0° (nm/min) | Rate at 2.5° (nm/min) |
|---|---:|---:|
| reference law | 0.500 | 3.045 |
| harmonics through all data, \(M=6\) | 0.500 | 2.125 |
| conical rule | 0.500 | 3.026 |

An equally weighted least-squares fit with \(M=3\) gives 1.301 nm/min at the facet, 2.6 times the true rate. The pinned series is right at the facet but 30% low at \(2.5^\circ\), where the conical rule is 0.6% low. The conical slope at the facet is 57.9 nm/min per radian, against 58.5.

For the error bound, \(R+R''=R_z-8\Delta R\sin3\varphi\) in the wedge, whose largest magnitude is \(8\times19.5-0.5=155.5\) nm/min. With \(h=5^\circ\), \(\sec2.5^\circ-1=9.53\times10^{-4}\), and the bound is 0.148 nm/min. The largest error found on a fine angular grid is 0.147 nm/min.

The facet datum is essential. If the samples are taken at \(2.5^\circ,7.5^\circ,\dots,27.5^\circ\), the facet lies midway between a node and its mirror image. The conical rule then returns 3.048 nm/min at the facet, and a harmonic series through the six data returns 2.139 nm/min. Both are badly wrong, and here the conical rule is the worse of the two.

### From the rate to the hole

Let the hole start with radius \(r_0=500\) nm. If one front encloses another and is at least as fast for every normal, it continues to enclose it. This gives two limits on the half-width across the flats. A straight front with the facet normal, starting at distance \(r_0\), moves at \(R_z\) and keeps the hole behind it. A disc growing at \(R_z\) in all directions stays inside the hole, because \(R\ge R_z\). Both reach the same distance along the facet normal, so the half-width is

\[
d(t)=r_0+R_zt=500+0.5\times20=510\ \text{nm}
\]

after 20 min. In the truncated reference series every coefficient with \(m\ge1\) is negative, so its minimum also lies at the facet. The same argument gives \(500+2.273\times20=545.5\) nm. The false fit adds 35.5 nm to the half-width. This figure holds at the middle of a side: a smooth law has no flat facet, and its sides are slightly bowed.

The whole front can be followed as a curve \(r(\psi,t)\), with \(\psi\) the polar angle. Its normal points along \(\psi-\arctan(r'/r)\), where \(r'=\partial r/\partial\psi\), and dividing the normal speed by the cosine of the angle between normal and radius gives

\[
\frac{\partial r}{\partial t}=R\!\left(\psi-\arctan\frac{r'}{r}\right)\sqrt{1+\left(\frac{r'}{r}\right)^2}.
\]

A Lax–Friedrichs scheme, which adds a smoothing proportional to the grid step, gives half-widths of 510.62 and 510.31 nm for 1000 and 2000 intervals in the wedge. The excess over 510 nm halves with the step. A complete hexagon would have its corners at \(510/\cos30^\circ=588.9\) nm, and the finer grid gives 589.2 nm. Flat and corner thus both agree with a completed hexagon to about 0.3 nm.

## When the minimum is only cusp-like

A simple model produces such a minimum from kinks that run along the zigzag edge and remove one atomic row each. Kinks of two signs, with densities \(n_\pm\), run in opposite directions at speed \(c\). Pairs are created at a rate \(g_p\) per unit length and annihilate when they meet. Neglecting correlations between kinks,

\[
\frac{dn_\pm}{dt}=g_p-2c\,n_+n_- ,
\]

where \(2c\) is the relative speed. In the steady state \(n_+n_-=g_p/2c\). For row height \(b\), the tilt fixes \(b(n_+-n_-)=\tan\theta\), and the edge retreats perpendicular to the rows at \(V=bc(n_++n_-)\). Using \((n_++n_-)^2=(n_+-n_-)^2+4n_+n_-\),

\[
V=\sqrt{R_z^2+c^2\tan^2\theta},\qquad R_z=b\sqrt{2g_pc}.
\]

The speed along the normal is \(V\cos\theta\), which is nearly \(V\) at small tilt. Setting \(c=s\), the cusp is rounded over an angle \(R_z/s=0.49^\circ\). Harmonics resolve this when \(6M\) times that angle is about one, so \(M\sim s/(6R_z)\approx20\).

To see the effect, replace the reference law by \(\sqrt{R_z^2+(R_a^2-R_z^2)\sin^23\theta}\), which has the same extreme rates. An excess below 10% of \(R_z\) now needs \(M=25\) instead of 124. At \(M=3\) the excess is 1.41 nm/min, so a low-order fit still sees essentially a cusp. The drop from 1.77 has a simple main cause: the rounded minimum lies \(R_z\) above the point where its two straight flanks would meet. A cusp at that point would give \(2\sqrt{R_a^2-R_z^2}/(7\pi)=1.82\) nm/min, and subtracting \(R_z\) leaves 1.32. The remaining 0.09 comes from the gap between the rounded law and its flanks. That gap decays only as \(1/|\theta|\), so it contributes well beyond the rounding angle.

The conical rule with \(5^\circ\) spacing keeps the facet value, but its largest error grows to 0.28 nm/min. The curvature at the minimum is now of order \(s^2/R_z\), which makes the error bound very loose in the first cell. Resolving the rounded bottom needs nodes spaced by a fraction of a degree.

## The model beside a real etch

Wet etching that leaves hexagonal holes with zigzag sides is known in this family of layered crystals. The two rates here are round choices for a slow peroxide etch, and real rates depend strongly on solution and temperature. One assumption that is easily broken is that the facet datum belongs to the facet. A test edge tilted by \(0.5^\circ\) would read 0.71 nm/min in the kink model, or 1.01 nm/min for a perfect cusp, instead of 0.50. Over 20 min this adds roughly 4 to 10 nm to the predicted position of each side, and interpolation of folded data cannot remove it. A tilt common to all test edges does show up as an asymmetry between unfolded data on the two sides of the facet.

A small temperature drift matters less. With a rough activation energy of 0.5 eV at 298 K, a drift of 1 K changes the rates by 6.7%, or about 0.7 nm in the 10 nm moved by each side. A layer made different by the substrate may etch at its own rate, so that its edge stands apart from the others; the model does not describe this. Reagent supply is not limiting for a single hole in open solution: for rough values of 1 mol/L peroxide, a diffusivity of \(10^{-9}\) m\(^2\)/s and seven peroxide molecules per formula unit, with a flake of 30 layers (lattice constant 0.328 nm, layer spacing 0.65 nm, thickness 19.5 nm; the ratio is proportional to the thickness), the initial hole etched at \(R_a\) all round consumes about \(2\times10^{-6}\) of what diffusion can deliver to a disc of its radius.

For a slow facet with a sharp minimum, the measuring effort therefore belongs first at the facet, with any misalignment kept well below \(R_z/s\) (a tilt of that size doubles the reading at a perfect cusp). For the half-width of an initially round hole this datum is enough within the front model, provided that no other orientation is slower. That model lets the speed depend on the normal alone. The 10 nm of the example are only about 35 atomic rows of 0.28 nm, and the start-up and fluctuations of a newly formed facet are not described. If the rate law itself is wanted, small tilts on either side of the facet come next. The wider spacing elsewhere can be chosen from the error bound, once the size of \(R+R''\) there has been estimated.
